# How much does ion dose vary between 5 nm squares?: test program

```python
# Result under test: independent ions at mean fluence F give, on separate
# areas a, counts with relative standard deviation 1/sqrt(F*a).
# For F = 1e15 cm^-2 and a = 5 nm x 5 nm this is about 6 percent.
# The difference of two areas has a spread larger by sqrt(2).
# Symbols: mu = F*a mean count, side = edge of the square area,
# blur = Gaussian width of one ion's action, sites = reactive sites on the area.
# The program also sizes effects that the bare counting model leaves out.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import erf
from scipy.stats import binom, norm, poisson

rng = np.random.default_rng(12345)

# Inputs (rough typical values for argon ions on chlorinated silicon)
fluence_cm2 = 1e15
side = 5.0                     # nm
ion_energy = 50.0              # eV
flux_cm2 = 1e15                # per cm^2 per s
electron_temp = 3.0            # eV
ion_temp = 500.0               # K
sheath = 1e-3                  # m
site_density = 7.0             # per nm^2
removal_prob = 0.5
blur = 1.0                     # nm
nonuniformity = 0.02
oxide_permittivity = 3.9

fluence = fluence_cm2 * 1e-14  # per nm^2
area = side**2
mu = fluence * area
rel = 1 / np.sqrt(mu)
rel_pair = np.sqrt(2 / mu)

# Individual ions thrown on a square patch, then counted in separate squares
patch = 500.0
n_ions = int(round(fluence * patch**2))
x_ion = rng.random(n_ions) * patch
y_ion = rng.random(n_ions) * patch


def count_squares(x, y, edge):
    n = int(round(patch / edge))
    ix = np.minimum((x / edge).astype(int), n - 1)
    iy = np.minimum((y / edge).astype(int), n - 1)
    return np.bincount(ix * n + iy, minlength=n * n).reshape(n, n)


simulated = {}
for edge in (2.5, 5.0, 10.0):
    c = count_squares(x_ion, y_ion, edge)
    simulated[edge] = c.std() / c.mean()
    expected = 1 / (edge * np.sqrt(fluence))
    # sampling error of the spread is at most 1.5 percent of its value
    assert abs(simulated[edge] / expected - 1) < 0.06
counts = count_squares(x_ion, y_ion, side)
first, second = counts[:, 0::2].ravel(), counts[:, 1::2].ravel()
pair_sim = (first - second).std() / counts.mean()
pair_corr = np.corrcoef(first, second)[0, 1]
assert abs(pair_sim / rel_pair - 1) < 0.05
assert abs(pair_corr) < 0.06

# Binomial law for a finite number of ions, by explicit sums
p_hit = area / patch**2
k = np.arange(0, 1001)
pb = binom.pmf(k, n_ions, p_hit)
pp = poisson.pmf(k, mu)
mean_b = np.sum(k * pb)
var_b = np.sum((k - mean_b)**2 * pb)
distance = 0.5 * np.sum(abs(pb - pp))
assert abs(mean_b / mu - 1) < 1e-6
assert abs(var_b / (mu * (1 - p_hit)) - 1) < 1e-6
assert distance < p_hit

# Nearly regular arrivals with the same mean: independence is removed
gx, gy = np.meshgrid((np.arange(2500) + 0.5) * 0.2,
                     (np.arange(1000) + 0.5) * 0.5)
jitter = 0.1
gx = (gx.ravel() + jitter * rng.standard_normal(gx.size)) % patch
gy = (gy.ravel() + jitter * rng.standard_normal(gy.size)) % patch
regular = count_squares(gx, gy, side)
rel_regular = regular.std() / regular.mean()
assert abs(regular.mean() / mu - 1) < 1e-9
assert rel_regular < 0.3 * rel

# Areas off by more than ten percent
off_exact = pp[abs(k - mu) > 0.1 * mu + 1e-9].sum()
off_normal = 2 * norm.sf((0.1 * mu + 0.5) / np.sqrt(mu))
assert abs(off_exact - off_normal) < 0.005

# Coulomb coupling between ions at the sheath edge
ion_mass = 39.95 * const.atomic_mass
bohm_speed = np.sqrt(electron_temp * const.e / ion_mass)
density = flux_cm2 * 1e4 / bohm_speed
spacing = density**(-1 / 3)
coulomb = const.e / (4 * np.pi * const.epsilon_0 * spacing)
thermal = const.k * ion_temp / const.e
arrival_rate = flux_cm2 * 1e-14 * area
in_flight = arrival_rate * sheath / bohm_speed
assert coulomb < 0.05 * thermal and in_flight < 0.01

# Sideways shift by one surface charge; trajectories in atomic units
hartree = const.value('Hartree energy in eV')
bohr_nm = const.value('Bohr radius') * 1e9
mass_au = ion_mass / const.m_e
energy_au = ion_energy / hartree
shift_formula = bohr_nm / (2 * energy_au)


def trajectory_shift(lateral_nm):
    b = lateral_nm / bohr_nm
    height = 300 * b
    speed = np.sqrt(2 * energy_au / mass_au)

    def motion(t, s):
        r3 = (s[0]**2 + s[1]**2)**1.5
        return [s[2], s[3], s[0] / r3 / mass_au, s[1] / r3 / mass_au]

    def landing(t, s):
        return s[1]
    landing.terminal = True
    landing.direction = -1
    sol = solve_ivp(motion, (0, 2 * height / speed), [b, height, 0, -speed],
                    events=landing, rtol=1e-9, atol=1e-12)
    assert len(sol.t_events[0]) == 1
    return (sol.y_events[0][0][0] - b) * bohr_nm


shifts = {b: trajectory_shift(b) for b in (2.5, 5.0)}
for value in shifts.values():
    # first-order formula; slowing by the charge is a percent effect
    assert abs(value / shift_formula - 1) < 0.03

charge_density = fluence_cm2 * const.e * 1e6
field = (fluence_cm2 * 1e4 * const.e
         / (oxide_permittivity * const.epsilon_0)) * 1e-8

# Large-scale fluence variation: equal mixture of a low and a high fluence
rel_nonuniform = np.sqrt(1 / mu + nonuniformity**2)
mix = 0.5 * (poisson.pmf(k, mu * (1 - nonuniformity))
             + poisson.pmf(k, mu * (1 + nonuniformity)))
mix_mean = np.sum(k * mix)
mix_rel = np.sqrt(np.sum((k - mix_mean)**2 * mix)) / mix_mean
assert abs(mix_rel / rel_nonuniform - 1) < 1e-6

# Blur: closed form against quadrature and against individual ions


def weight(x):
    w = np.sqrt(2) * blur
    return 0.5 * (erf((x + side / 2) / w) - erf((x - side / 2) / w))


blur_factor = (erf(side / (2 * blur)) - 2 * blur / (side * np.sqrt(np.pi))
               * (1 - np.exp(-side**2 / (4 * blur**2))))
blur_quad = 2 * quad(lambda x: weight(x)**2, 0, side / 2 + 10 * blur)[0] / side
assert abs(blur_factor - blur_quad) < 1e-7
trials = 3000
window = side + 10 * blur
number = rng.poisson(fluence * window**2, trials)
label = np.repeat(np.arange(trials), number)
wx = weight((rng.random(label.size) - 0.5) * window)
wy = weight((rng.random(label.size) - 0.5) * window)
dose = np.bincount(label, weights=wx * wy, minlength=trials)
blur_sim = dose.std() / dose.mean()
assert abs(dose.mean() / mu - 1) < 0.01
assert abs(blur_sim / (rel * blur_factor) - 1) < 0.06

# Self-limited removal, ion by ion
sites = int(round(site_density * area))


def removal_formula(mean_ions):
    x = removal_prob * mean_ions / sites
    fraction = -np.expm1(-x)
    return fraction, np.sqrt(np.exp(-x) / (sites * fraction))


def removal_simulation(mean_ions, runs=6000):
    number = rng.poisson(mean_ions, runs)
    run = np.repeat(np.arange(runs), number)
    chosen = rng.integers(0, sites, run.size)
    active = rng.random(run.size) < removal_prob
    gone = np.zeros((runs, sites), dtype=bool)
    gone[run[active], chosen[active]] = True
    total = gone.sum(axis=1)
    return total.mean() / sites, total.std() / total.mean()


removal = {}
for factor in (1, 5):
    f_mean, f_rel = removal_formula(factor * mu)
    s_mean, s_rel = removal_simulation(factor * mu)
    assert abs(s_mean / f_mean - 1) < 0.01
    assert abs(s_rel / f_rel - 1) < 0.06
    removal[factor] = (f_mean, f_rel, s_rel)

print(f"fluence: {fluence_cm2:.1e} cm^-2 = {fluence:.1f} nm^-2")
print(f"square side: {side:.1f} nm; area: {area:.1f} nm^2")
print(f"mean count: {mu:.1f} ions; standard deviation: {np.sqrt(mu):.2f} ions")
print(f"relative spread, formula: {100*rel:.2f} percent")
print(f"relative spread of pair difference, formula: {100*rel_pair:.2f} percent")
print(f"simulated patch side: {patch:.0f} nm; ions thrown: {n_ions}")
print(f"number of 5 nm squares: {counts.size}")
for edge, value in simulated.items():
    print(f"side {edge:.1f} nm: simulated {100*value:.2f} percent, "
          f"formula {100/(edge*np.sqrt(fluence)):.2f} percent")
print(f"pair difference, simulated: {100*pair_sim:.2f} percent")
print(f"neighbour correlation, simulated: {pair_corr:.3f}")
print(f"binomial hit probability on patch: {p_hit:.1e}")
print(f"binomial variance: {var_b:.3f} ions^2")
print(f"binomial-Poisson total variation distance: {distance:.1e}")
print(f"nearly regular arrivals, jitter {jitter:.1f} nm: "
      f"{100*rel_regular:.2f} percent")
print(f"areas off by more than 10 percent, Poisson: {100*off_exact:.2f} percent")
print(f"same, normal estimate: {100*off_normal:.2f} percent")
print(f"fluence for 1 percent spread: {1e14/(0.01**2*area):.1e} cm^-2")
print(f"ion energy: {ion_energy:.0f} eV; flux: {flux_cm2:.1e} cm^-2 s^-1")
print(f"electron temperature: {electron_temp:.1f} eV; "
      f"ion temperature: {ion_temp:.0f} K")
print(f"sheath thickness: {sheath*1e3:.1f} mm")
print(f"ion speed at sheath edge: {bohm_speed:.0f} m/s")
print(f"ion density at sheath edge: {density*1e-6:.2e} cm^-3")
print(f"mean ion spacing: {spacing*1e9:.0f} nm")
print(f"Coulomb energy at that spacing: {coulomb:.2e} eV")
print(f"ion thermal energy kT: {thermal:.4f} eV")
print(f"arrivals per area: {arrival_rate:.0f} per s")
print(f"ions in flight above one area, upper estimate: {in_flight:.1e}")
print(f"shift by one surface charge, formula: {shift_formula:.4f} nm")
for b, value in shifts.items():
    print(f"shift from trajectory at lateral distance {b:.1f} nm: {value:.4f} nm")
print(f"total ion charge: {charge_density:.0f} uC/cm^2")
print(f"oxide relative permittivity: {oxide_permittivity:.1f}")
print(f"oxide field if no charge were neutralised: {field:.0f} MV/cm")
print(f"fluence non-uniformity: {100*nonuniformity:.1f} percent")
print(f"spread with non-uniformity: {100*rel_nonuniform:.2f} percent")
print(f"impact blur width: {blur:.1f} nm; blur factor: {blur_factor:.4f}")
print(f"spread of blurred dose, formula: {100*rel*blur_factor:.2f} percent")
print(f"spread of blurred dose, simulated: {100*blur_sim:.2f} percent")
print(f"site density: {site_density:.1f} nm^-2; sites on area: {sites}")
print(f"removal probability per ion on a filled site: {removal_prob:.2f}")
for factor, (f_mean, f_rel, s_rel) in removal.items():
    print(f"fluence {factor*fluence_cm2:.1e} cm^-2: "
          f"x = {removal_prob*factor*mu/sites:.3f}, "
          f"removed fraction {f_mean:.3f}")
    print(f"  removal spread: formula {100*f_rel:.2f} percent, "
          f"simulated {100*s_rel:.2f} percent")
print("done: every assertion held")
```

Output:

```
fluence: 1.0e+15 cm^-2 = 10.0 nm^-2
square side: 5.0 nm; area: 25.0 nm^2
mean count: 250.0 ions; standard deviation: 15.81 ions
relative spread, formula: 6.32 percent
relative spread of pair difference, formula: 8.94 percent
simulated patch side: 500 nm; ions thrown: 2500000
number of 5 nm squares: 10000
side 2.5 nm: simulated 12.68 percent, formula 12.65 percent
side 5.0 nm: simulated 6.24 percent, formula 6.32 percent
side 10.0 nm: simulated 3.15 percent, formula 3.16 percent
pair difference, simulated: 8.81 percent
neighbour correlation, simulated: 0.002
binomial hit probability on patch: 1.0e-04
binomial variance: 249.975 ions^2
binomial-Poisson total variation distance: 2.4e-05
nearly regular arrivals, jitter 0.1 nm: 0.98 percent
areas off by more than 10 percent, Poisson: 10.66 percent
same, normal estimate: 10.68 percent
fluence for 1 percent spread: 4.0e+16 cm^-2
ion energy: 50 eV; flux: 1.0e+15 cm^-2 s^-1
electron temperature: 3.0 eV; ion temperature: 500 K
sheath thickness: 1.0 mm
ion speed at sheath edge: 2692 m/s
ion density at sheath edge: 3.72e+09 cm^-3
mean ion spacing: 6457 nm
Coulomb energy at that spacing: 2.23e-04 eV
ion thermal energy kT: 0.0431 eV
arrivals per area: 250 per s
ions in flight above one area, upper estimate: 9.3e-05
shift by one surface charge, formula: 0.0144 nm
shift from trajectory at lateral distance 2.5 nm: 0.0144 nm
shift from trajectory at lateral distance 5.0 nm: 0.0144 nm
total ion charge: 160 uC/cm^2
oxide relative permittivity: 3.9
oxide field if no charge were neutralised: 464 MV/cm
fluence non-uniformity: 2.0 percent
spread with non-uniformity: 6.63 percent
impact blur width: 1.0 nm; blur factor: 0.7744
spread of blurred dose, formula: 4.90 percent
spread of blurred dose, simulated: 5.07 percent
site density: 7.0 nm^-2; sites on area: 175
removal probability per ion on a filled site: 0.50
fluence 1.0e+15 cm^-2: x = 0.714, removed fraction 0.510
  removal spread: formula 7.40 percent, simulated 7.47 percent
fluence 5.0e+15 cm^-2: x = 3.571, removed fraction 0.972
  removal spread: formula 1.29 percent, simulated 1.28 percent
done: every assertion held
```
